\section*{Axial Magnetic Field That Closes a Carbon Nanotube's Orbital Gap}

\section{Problem}

A single-wall carbon nanotube of diameter $d=10$ nm is semiconducting. A uniform magnetic field $B\ge 0$ is applied along its axis. Describe the tube by non-interacting $\pi$ electrons at half filling, with the same nearest-neighbour hopping energy $\gamma_0$ on every bond. Neglect Zeeman splitting and curvature.

\begin{enumerate}
\item Find the gap at zero field and its dependence on $B$. Find the lowest field $B^*$ at which it vanishes.
\item State what happens in the other valley at $B^*$, and what happens to the gap at higher field.
\item Evaluate the results with the rough typical values $a=0.246$ nm for the graphene lattice constant and $\gamma_0=2.7$ eV.
\item Estimate how far Zeeman splitting, curvature, temperature and a non-circular section change the conclusion.
\end{enumerate}

The orbital gap is the smallest separation between valence and conduction states of the same spin, taken over both valleys. The electron charge is $-e$, with $e>0$.

\section{Solution}

\subsection{Graphene near its Dirac points}

Take the lattice vectors
\begin{equation}
\mathbf a_1=a\left(\tfrac{\sqrt3}{2},\tfrac12\right),\qquad
\mathbf a_2=a\left(\tfrac{\sqrt3}{2},-\tfrac12\right).
\end{equation}
Hopping connects the two sublattices, so the Bloch Hamiltonian is a $2\times2$ matrix with zero diagonal and off-diagonal element
\begin{equation}
h(\mathbf k)=-\gamma_0\left(1+e^{i\mathbf k\cdot\mathbf a_1}+e^{i\mathbf k\cdot\mathbf a_2}\right),
\qquad E=\pm|h(\mathbf k)|.
\label{eq:h}
\end{equation}
The bands touch where $h=0$. Three numbers of unit modulus add to zero only when their phases are $120^\circ$ apart. This leaves two inequivalent points:
\begin{equation}
\mathbf K:\ (\mathbf k\cdot\mathbf a_1,\mathbf k\cdot\mathbf a_2)=\left(\tfrac{2\pi}{3},-\tfrac{2\pi}{3}\right),
\qquad \mathbf K'=-\mathbf K .
\end{equation}

Put $\mathbf k=\mathbf K+\mathbf q$, with $u=\mathbf q\cdot\mathbf a_1$ and $w=\mathbf q\cdot\mathbf a_2$. To first order in $\mathbf q$ the constant terms cancel, and
\begin{align}
|h|^2&=\gamma_0^2\left|u\,e^{2\pi i/3}+w\,e^{-2\pi i/3}\right|^2
=\gamma_0^2\left(u^2+w^2+2uw\cos\tfrac{4\pi}{3}\right)\nonumber\\
&=\gamma_0^2\left(u^2+w^2-uw\right).
\end{align}
The lattice vectors give $u^2+w^2=a^2(\tfrac32q_x^2+\tfrac12q_y^2)$ and $uw=a^2(\tfrac34q_x^2-\tfrac14q_y^2)$. Their difference is $\tfrac34a^2(q_x^2+q_y^2)$, so
\begin{equation}
E=\pm\hbar v|\mathbf q|,\qquad \hbar v=\tfrac{\sqrt3}{2}a\gamma_0 .
\label{eq:cone}
\end{equation}

\subsection{What the flux does to the allowed states}

Rolling the sheet along $\mathbf C=n\mathbf a_1+m\mathbf a_2$ makes an $(n,m)$ tube with $|\mathbf C|=\pi d$. The axial field is parallel to the wall and has no component through it. Its vector potential can be taken tangential, with magnitude $Br/2$ at distance $r$ from the axis. At the wall this is $A=Bd/4$, and
\begin{equation}
\mathbf A\cdot\mathbf C=\frac{Bd}{4}\,\pi d=\frac{\pi d^2}{4}B=\phi ,
\end{equation}
the flux through the section.

On the unrolled sheet $\mathbf A$ is a constant vector. The hopping phases then replace the canonical wave vector $\mathbf k_{\rm c}$ in the Hamiltonian by $\mathbf k=\mathbf k_{\rm c}+e\mathbf A/\hbar$; the plus sign comes from the charge $-e$. The wave function must return to itself after one turn, so $\mathbf k_{\rm c}\cdot\mathbf C=2\pi j$ with $j$ an integer. Hence
\begin{equation}
\mathbf k\cdot\mathbf C=2\pi j+\frac{e\phi}{\hbar}=2\pi(j+f),\qquad
f=\frac{\phi}{\phi_0},\quad \phi_0=\frac he .
\label{eq:lines}
\end{equation}
The allowed wave vectors form parallel lines along the tube axis, and the flux moves them all sideways.

The Dirac points satisfy $\mathbf K\cdot\mathbf C=2\pi(n-m)/3$ and $\mathbf K'\cdot\mathbf C=-2\pi(n-m)/3$. If $n-m$ is a multiple of 3, a line passes through each of them at zero field and the tube is metallic in this model. A semiconducting tube has $n-m=3l+\nu$ with $l$ an integer and $\nu=\pm1$. Subtract the Dirac-point value from (\ref{eq:lines}), divide by $|\mathbf C|=\pi d$, and absorb $l$ into $j$. The distances of the lines from the two points, with sign, are
\begin{equation}
\kappa_K=\frac2d\left(j+f-\frac\nu3\right),\qquad
\kappa_{K'}=\frac2d\left(j+f+\frac\nu3\right).
\label{eq:kappa}
\end{equation}

\subsection{Gap and closing field}

On a line at distance $\kappa$, with wave vector $k$ along the axis measured from the Dirac point, (\ref{eq:cone}) gives $E=\pm\hbar v\sqrt{k^2+\kappa^2}$. The smallest separation is at $k=0$ and equals $2\hbar v|\kappa|$. At zero field the nearest line has $|\kappa|=2/(3d)$ in both valleys, so
\begin{equation}
E_{g0}=\frac{4\hbar v}{3d}.
\end{equation}

Take $\nu=+1$; for $\nu=-1$ the valleys exchange roles. For $0\le f\le\tfrac12$ the nearest line to $K$ has $j=0$ and distance $(2/d)|f-\tfrac13|$. The two nearest lines to $K'$ lie at $(2/d)(f+\tfrac13)$ and $(2/d)(\tfrac23-f)$. Neither is closer than the line at $K$: the first because $f\ge0$, the second because $f\le\tfrac12$. The gap is therefore set by $K$:
\begin{equation}
E_g=\frac{4\hbar v}{d}\left|\frac13-f\right|=E_{g0}\,|1-3f|,\qquad 0\le f\le\tfrac12 .
\label{eq:gap}
\end{equation}
It first vanishes at $f=\tfrac13$:
\begin{equation}
\frac{\pi d^2}{4}B^*=\frac{h}{3e}
\quad\Longrightarrow\quad
B^*=\frac{4h}{3\pi e d^2}=\frac{8\hbar}{3ed^2}.
\label{eq:Bstar}
\end{equation}

The value of $B^*$ does not rest on the linear approximation. In the full lattice model (\ref{eq:h}) the gap vanishes only if a line contains $K$ or $K'$. By (\ref{eq:kappa}) this requires $f-\nu/3$ or $f+\nu/3$ to be an integer, and the smallest positive solution is $f=\tfrac13$. Neither $\gamma_0$ nor $v$ enters.

The rate of closing has a simple meaning. An electron at the band edge circles the tube with speed $v$. It carries a current $ev/(\pi d)$ around an area $\pi d^2/4$, so its magnetic moment is $evd/4$. The two band edges move towards each other, and the gap falls at
\begin{equation}
\left|\frac{dE_g}{dB}\right|=\frac{evd}{2}.
\label{eq:slope}
\end{equation}
This agrees with (\ref{eq:gap}), since $E_{g0}/B^*=(4\hbar v/3d)(3ed^2/8\hbar)=evd/2$.

\subsection{The other valley and higher fields}

At $f=\tfrac13$ the lines nearest to $K'$ are at distances $(2/d)\tfrac23$ and $(2/d)\tfrac13$. The second is the zero-field distance, so the gap in the $K'$ valley is again $E_{g0}$. It grew until $f=\tfrac16$ and then shrank as the next line approached. Thus one valley is gapless at $B^*$ and the other is not. Reversing the field exchanges them.

Above $B^*$ the gap reopens and reaches $E_{g0}/2$ at $f=\tfrac12$, where the valleys are equally close to a line. Then $K'$ takes over, and the gap closes again at $f=\tfrac23$, that is at $2B^*$. It is back at $E_{g0}$ at $f=1$. Raising $f$ by 1 only relabels the lines in (\ref{eq:kappa}), so the whole pattern repeats with each further flux quantum.

\section{Numbers for a 10 nm tube}

The section has area $\pi(10\ \text{nm})^2/4=78.54\ \text{nm}^2$, and $\phi_0=4135.67\ \text{T nm}^2$. One flux quantum needs $4135.67/78.54=52.66$ T, so
\begin{equation}
B^*=\frac{52.66\ \text{T}}{3}=17.55\ \text{T}\approx17.6\ \text{T}.
\end{equation}

The energy scale is $\hbar v=\tfrac{\sqrt3}{2}(0.246)(2.7)=0.575$ eV nm, or $v=8.74\times10^5$ m/s. The zero-field gap is $4(0.5752)/(3\times10)$ eV $=76.7$ meV. From (\ref{eq:slope}) it falls at 4.37 meV/T, and $76.7/4.37=17.55$ T recovers the closing field. At half this field the gap is 38.35 meV.

Each pair $(n,m)$ fixes one diameter, so only discrete values near 10 nm are available. The $(128,0)$ tube has $d=128a/\pi=10.023$ nm, for which (\ref{eq:Bstar}) gives 17.472 T. Numerical diagonalization of its hopping matrix, with the atoms on a cylinder and the vector potential integrated along straight bonds, puts the closing at 17.474 T. The small excess is geometrical. Seen along the axis, the bonds form a regular polygon with 256 sides, each subtending $\theta=\pi/128$. Its area is smaller than the circle's by the factor $\sin\theta/\theta\approx1-\theta^2/6=1-1.0\times10^{-4}$, so the field must be larger by the same fraction.

The same diagonalization gives a zero-field gap of 76.70 meV, against 76.52 meV from the linear formula for this diameter. The agreement of the first figure with the 10 nm value above is a coincidence. For an $(n,0)$ tube at $k=0$, $\mathbf k\cdot\mathbf a_2=\tfrac12\mathbf k\cdot\mathbf a_1=x$ with $x=\pi(j+f)/n$, and (\ref{eq:h}) becomes
\begin{equation}
|h|=\gamma_0\,|1+2\cos x| .
\label{eq:zigzag}
\end{equation}
Near $x=2\pi/3+\delta$ the bracket is $1-\cos\delta-\sqrt3\sin\delta\approx-\sqrt3\,\delta+\delta^2/2$. The nearest line, $j=85$, has $\delta=-\pi/384$. The quadratic term then raises the gap by the fraction $|\delta|/(2\sqrt3)=0.24\%$, as found. This correction vanishes at the closing.

\section{What the model leaves out}

\textbf{Zeeman splitting.} With $g=2$, the conduction edge of one spin falls by $g\mu_BB/2$ and the valence edge of the other rises by as much. They meet when $E_g(B)=g\mu_BB$:
\begin{equation}
E_{g0}\left(1-\frac{B}{B^*}\right)=g\mu_BB
\ \Longrightarrow\
B=\frac{B^*}{1+g\mu_BB^*/E_{g0}} .
\end{equation}
At $B^*$ the splitting is 2.03 meV, so this field is $17.55/(1+2.03/76.7)=17.10$ T. States of opposite spin thus overlap in energy from about 0.45 T below $B^*$. Within one spin the separation is unchanged, and the orbital gap still closes at $B^*$.

\textbf{Curvature.} Bending makes the bonds that run around the tube differ from the axial ones. Give the former the hopping $\gamma_0+\eta$. In a zigzag tube (\ref{eq:zigzag}) becomes $|\gamma_0+2(\gamma_0+\eta)\cos x|$. When $n$ is a multiple of 3 a line sits at $x=2\pi/3$, and the formerly metallic tube acquires a gap $2|\eta|$. A rough size for this gap is 40 meV nm$^2/d^2$, which is 0.40 meV here. In a semiconducting zigzag tube the expression inside the modulus changes by $2\eta\cos x\approx-\eta$ near $x=2\pi/3$. Close to the closing this changes the gap by $2|\eta|$, so the closing field shifts by about $0.40/4.37=0.09$ T. For $\eta>0$ the zero moves to smaller $|x|$. The nearest line approaches it from below in $(128,0)$ and from above in $(127,0)$, so the first closes earlier and the second later. Diagonalization with $\eta=+0.20$ meV gives $-0.091$ T and $+0.092$ T; a negative $\eta$ reverses both signs. The one-orbital model does not fix the sign of $\eta$. A nearest-neighbour tight-binding model with $s$ and $p$ orbitals on the cylinder behaves as $\eta<0$: curvature delays the closing in $(128,0)$ and advances it in $(127,0)$, by about 0.08 to 0.16 T depending on how the hopping is taken to vary with bond length.

\textbf{Strain.} Stretching a tube along its axis also makes the hoppings unequal, even if the section stays round. Take a zigzag tube stretched by 0.1\%, with a Poisson ratio of about 0.2. If every atom simply follows the stretch, the axial bonds lengthen by 0.1\% and the others by only about 0.01\%. If the hopping falls by 2 to 3 times the relative change in bond length, the two hoppings come to differ by about 5 to 7 meV. As with curvature, the gap near the closing changes by twice this difference, so the closing field shifts by roughly 2 to 3 T. In fact the two sublattices can also move against each other, which makes the bond lengths less unequal. A simple model with springs for bond lengths and bond angles, matched to the same Poisson ratio, gives strains of 0.08\% and 0.02\% and reduces the shift to roughly 1.5 to 2 T. The closing field moves down in $(128,0)$ and up in $(127,0)$; compression reverses both shifts. In zigzag tubes even slight strain can therefore outweigh the Zeeman and curvature corrections. The shift depends on the chiral angle and nearly vanishes for tubes close to the armchair direction, where axial strain moves the Dirac points almost along the allowed lines.

\textbf{Temperature.} At 4.2 K, $k_BT=0.36$ meV, which equals the gap 0.08 T away from $B^*$. At 300 K, $k_BT=25.9$ meV, and even the zero-field gap is only about $3k_BT$. The bands still close at $B^*$, but thermally excited carriers blur the effect at room temperature. It shows clearly only when $k_BT$ is well below $E_{g0}$.

\textbf{Diameter and shape.} Since $B^*\propto d^{-2}$, diameters of 9.9 and 10.1 nm give 17.91 and 17.21 T. If the section is not circular, the tangential vector potential around the perimeter $L$ can be written as $\phi/L$ plus the derivative of a periodic function. A change of phase of the wave function removes the second part. With equal hoppings, the enclosed flux alone then fixes the closing. An ellipse with axis ratio 0.7 and the same perimeter encloses less area, and its closing field is 18.40 T, with the perimeter evaluated as an elliptic integral.

\textbf{Real tubes.} At a diameter of 1 nm the same formulas give a gap ten times larger and a closing field a hundred times larger. A free single-wall tube as wide as 10 nm tends to collapse into a ribbon, which breaks the assumption of a round section. If the facing walls are roughly 0.34 nm apart, the enclosed area is about half the perimeter times this spacing, $15.7\times0.34=5.3$ nm$^2$. One third of a flux quantum then needs roughly 260 T. This is an upper estimate: the walls bulge apart at the two edges of the ribbon and enclose more area there, which can lower the field to around 200 T. Both figures count flux only and ignore the coupling between the facing walls, which may change the bands themselves. The result of 17.6 T therefore applies to a tube that is kept round and free of strain, for example by a support inside it that neither stretches it nor disturbs its $\pi$ electrons. Electron interactions and spin-orbit coupling are also left out, and their effect has not been estimated here. In a real tube, interactions may leave a gap open at $B^*$.

Numbers in the example were calculated in double precision.
